# Electron and hole Fowler–Nordheim tunnelling in silica at 10 MV/cm

## What the dimensions already fix

A carrier of mass $m$ meets an oxide barrier of height $\phi$, measured from the carrier's own energy. A uniform field exerts a force $eF$ on it, where $e>0$ is the elementary charge. The barrier energy falls linearly with depth and reaches the carrier's energy at the distance

$$L=\frac{\phi}{eF}.$$

The problem contains $\phi$, $eF$, $m$ and $\hbar$. The first two give the length $L$. The last two enter through $\hbar^2/m$, an energy times a length squared. The one independent dimensionless group is therefore

$$\frac{\phi}{\hbar^2/(mL^2)}=\frac{m\phi^3}{\hbar^2e^2F^2}.$$

In the semiclassical limit the transmission is $e^{-S}$, where $S$ is a classical action divided by $\hbar$. Hence $S\propto 1/\hbar$, which selects the square root of the group:

$$S=\text{number}\times\frac{\sqrt m\,\phi^{3/2}}{\hbar eF}.$$

The barrier enters as a three-halves power because a higher barrier both makes the wave decay faster, as $\sqrt\phi$, and lengthens the path, as $\phi$.

## The estimate on an envelope

At the entrance the wave decays at the rate $\kappa_0=\sqrt{2m\phi}/\hbar$. Along the path the remaining barrier falls linearly to zero, and the mean of a square root that falls in this way is $\int_0^1\sqrt{1-s}\,ds=2/3$. The probability is the square of the amplitude, so

$$S=2\cdot\tfrac23\,\kappa_0L=\frac{B\phi^{3/2}}{F},\qquad B=\frac{4\sqrt{2m}}{3\hbar e}.$$

Here $B$ is quoted for $\phi$ in eV. For $m=0.42\,m_0$, with $m_0$ the free-electron mass, $B=44.27$ MV/cm per eV$^{3/2}$. At $F=10$ MV/cm the multiplier of $\phi^{3/2}$ is 4.427.

The electron barrier of 3.1 eV has $\phi^{3/2}=5.458$, and the hole barrier of 4.5 eV has $\phi^{3/2}=9.546$. Therefore

$$S_h-S_e=4.427\,(9.546-5.458)=18.10,$$

$$D=\frac{S_h-S_e}{\ln10}=\frac{18.10}{2.303}=7.86 .$$

The hole exponential is smaller by about eight decades. This compares two exponentials at the same field and the same oxide mass. Whether it also describes currents has to be examined separately.

## The exponent from the wave equation

Let the oxide begin at $x=0$, and take the carrier's energy as zero. In the effective-mass approximation, with a parabolic band,

$$-\frac{\hbar^2}{2m}\psi''+(\phi-eFx)\psi=0 .$$

For a hole, energy is counted downwards from the valence edge and the field has the opposite sign, so that it too pulls the carrier into the oxide. The equation is then the same, with $\phi$ the valence-band offset.

Writing $\psi''=\kappa^2\psi$ gives $\kappa(x)=\sqrt{2m(\phi-eFx)}/\hbar$. The semiclassical amplitude decays as $\exp(-\int\kappa\,dx)$, so

$$S=2\int_0^{L}\kappa\,dx .$$

Put $E=\phi-eFx$, so that $dx=-dE/(eF)$. The limits $x=0,L$ become $E=\phi,0$, and the minus sign reverses them:

$$S=\frac{2\sqrt{2m}}{\hbar eF}\int_0^\phi\sqrt E\,dE
=\frac{4\sqrt{2m}}{3\hbar eF}\,\phi^{3/2}.$$

This confirms the envelope factor. The exponents are $S_e=24.16$ and $S_h=42.26$, with $e^{-S}=3.21\times10^{-11}$ and $4.44\times10^{-19}$.

The derivation needs an oxide thicker than $L$, which is 3.1 nm for the electron and 4.5 nm for the hole. A 6 nm film satisfies both. In a film of thickness $d<L$ the carrier leaves before the barrier has fallen to its energy, and the lower limit of the energy integral becomes $\phi-eFd$:

$$S=\frac{B}{F}\left[\phi^{3/2}-(\phi-eFd)^{3/2}\right].$$

For $eFd\ll\phi$ the bracket is $\tfrac32\sqrt\phi\,eFd$ to leading order, and $S\to2\kappa_0d$, the result for a rectangular barrier. The dependence on height has weakened from $\phi^{3/2}$ to $\phi^{1/2}$, because the path no longer lengthens with the barrier.

## What the exact wave adds

The linear barrier can be solved without the semiclassical step. Define

$$\ell=\left(\frac{\hbar^2}{2meF}\right)^{1/3},\qquad z=\frac{\phi-eFx}{eF\ell}.$$

Since $d/dx=-(1/\ell)\,d/dz$, the wave equation becomes $d^2\psi/dz^2=z\psi$, whose solutions are the Airy functions. At large negative $z$, with $\eta=\tfrac23|z|^{3/2}$, Ai behaves as $\sin(\eta+\pi/4)$ and Bi as $\cos(\eta+\pi/4)$, with a common amplitude. Thus $\psi=\mathrm{Bi}+i\,\mathrm{Ai}$ varies as $e^{i(\eta+\pi/4)}$. Because $\eta$ grows with $x$, this is the outgoing wave.

Its flux is $(\hbar/m)\,\mathrm{Im}(\psi^*\psi')$. With primes on Airy functions denoting $d/dz$,

$$\frac{\hbar}{m}\,\mathrm{Im}(\psi^*\psi')=-\frac{\hbar}{m\ell}(\mathrm{Bi}\,\mathrm{Ai}'-\mathrm{Ai}\,\mathrm{Bi}')=\frac{\hbar}{\pi m\ell}.$$

The combination $\mathrm{Ai}\,\mathrm{Bi}'-\mathrm{Ai}'\,\mathrm{Bi}$ is constant, because the Airy equation has no first-derivative term. Its value $1/\pi$ follows from the forms at large positive $z$, with $\zeta=\tfrac23z^{3/2}$:

$$\mathrm{Ai}\approx\frac{e^{-\zeta}}{2\sqrt\pi z^{1/4}},\qquad \mathrm{Bi}\approx\frac{e^{\zeta}}{\sqrt\pi z^{1/4}} .$$

Let the emitter be a simple band of mass $m_0$, in which the carrier has kinetic energy $\varepsilon=\hbar^2k^2/(2m_0)$ and wave $ae^{ikx}+be^{-ikx}$. Continuity of $\psi$ and of $\psi'$ divided by the mass gives

$$a+b=\psi_0,\qquad \frac{ik(a-b)}{m_0}=\frac{\psi'_0}{m},$$

and therefore

$$a=\frac12\left(\psi_0+\frac{m_0\psi'_0}{ikm}\right).$$

At the entrance $z_0=\phi/(eF\ell)\gg1$, so Bi dominates and $\psi'_0\approx-\kappa_0\psi_0$, with $\kappa_0=\sqrt{z_0}/\ell$. With $r=\kappa_0m_0/(km)$ this gives $a\approx\tfrac12\psi_0(1+ir)$. Also $\psi_0^2\approx e^{2\zeta_0}/(\pi\sqrt{z_0})$. Dividing the outgoing flux by the incident flux $\hbar k|a|^2/m_0$,

$$T\approx\frac{m_0}{\pi m\ell k}\,\frac{4\pi\sqrt{z_0}\,e^{-2\zeta_0}}{1+r^2}
=\frac{4r}{1+r^2}\,e^{-S}.$$

The last step uses $2\zeta_0=\tfrac43z_0^{3/2}=S$, which follows from $(eF\ell)^{3/2}=\hbar eF/\sqrt{2m}$.

For $\varepsilon=0.3$ eV the matching factor $4r/(1+r^2)$ is 0.775 for the electron and 0.651 for the hole. The full Airy expression gives $T=2.53\times10^{-11}$ and $2.91\times10^{-19}$, a ratio of 7.94 decades. The approximate $T$ was tested against the full one for both barriers at 8 and 10 MV/cm, and the logarithms differed by less than 0.03. The semiclassical exponent is thus sound for this barrier. The outgoing Airy wave assumes an oxide without end; in a 6 nm film, reflection at the far face makes the hole $T$ oscillate with field by some tens of per cent, about a tenth of a decade. Larger uncertainties lie in the barrier itself.

## From one wave to a current

Consider a degenerate emitter, with $\phi$ measured from its Fermi level and energies $E$ counted from that level. Suppose that the transverse wave vector $k_\parallel$ is conserved, that the emitter supplies all the transverse states that matter, and that the matching factor may be replaced by one. The transverse motion in the oxide costs $E_t=\hbar^2k_\parallel^2/(2m)$, leaving $W=E-E_t$ to oppose the barrier. The transmission is then $e^{-S(\phi-W)}$.

At fixed $k_\parallel$ the velocity cancels the one-dimensional density of states, since $v_x\,dk_x=dE/\hbar$. With two spins and the Fermi function $f$,

$$J=2e\int\frac{d^2k_\parallel}{(2\pi)^2}\int\frac{dE}{2\pi\hbar}\,f(E)\,e^{-S(\phi-W)}.$$

Using $d^2k_\parallel=(2\pi m/\hbar^2)\,dE_t$ and, at fixed $E_t$, $dE=dW$,

$$J=\frac{em}{2\pi^2\hbar^3}\int dW\,N(W)\,e^{-S(\phi-W)},$$

$$N(W)=\int_0^\infty f(W+E_t)\,dE_t=k_BT\ln\!\left(1+e^{-W/k_BT}\right),$$

where $T$ now denotes temperature. Emission comes from a narrow range near the Fermi level, so the exponent may be linearized: $S(\phi-W)\approx S-cW$, with

$$c=\frac{dS}{d\phi}=\frac{3S}{2\phi}=\frac{2\sqrt{2m\phi}}{\hbar eF}.$$

Its values are 11.69 per eV for the electron and 14.09 per eV for the hole.

At zero temperature $N=-W$ for $W<0$ and vanishes otherwise. Since $\int_{-\infty}^0(-W)e^{cW}dW=1/c^2$ and $c^2=8m\phi/(\hbar^2e^2F^2)$,

$$J_0=\frac{em}{2\pi^2\hbar^3}\,\frac{\hbar^2e^2F^2}{8m\phi}\,e^{-S}
=\frac{e^3F^2}{8\pi h\phi}\,e^{-S},$$

with $h=2\pi\hbar$. The mass has cancelled from the prefactor. The prefactor adds $\log_{10}(4.5/3.1)=0.16$ to the suppression. The currents are $1.60\times10^{-3}$ and $1.52\times10^{-11}$ A/cm², which differ by 8.02 decades. The currents themselves are good only to about a factor of two: restoring the matching factor for an emitter of mass $m_0$ multiplies both by about 0.5 for a Fermi energy of 0.3 eV and by nearly 2 for 5 eV, while their ratio moves by less than 0.1 decade. A quantized silicon layer is not such an emitter, and there 3.1 and 4.5 eV are offsets from the band edges rather than barriers from the Fermi level.

At finite temperature, integrate by parts using $dN/dW=-f$. The boundary terms vanish if $ck_BT<1$, and

$$\int Ne^{cW}dW=\frac1c\int_{-\infty}^{\infty}\frac{e^{cW}}{1+e^{W/k_BT}}\,dW .$$

With $u=e^{W/k_BT}$ and $q=ck_BT$ the remaining integral is $k_BT\,I$, where $I=\int_0^\infty u^{q-1}/(1+u)\,du$. A contour around the positive axis encloses the pole at $u=-1$ and gives $(1-e^{2\pi iq})I=-2\pi i\,e^{i\pi q}$, so $I=\pi/\sin\pi q$. Hence

$$\frac{J(T)}{J_0}=\frac{\pi ck_BT}{\sin(\pi ck_BT)} .$$

At 300 K, $ck_BT$ is 0.302 for the electron and 0.364 for the hole, and the currents rise by factors of 1.168 and 1.257. The hole gains more because its exponent is steeper in energy. The suppression becomes 7.99 decades, so temperature hardly matters here.

Both current formulas were compared with the integral over $W$ from $-2.5$ to 2.5 eV with the exponent not linearized. The cold currents agreed within 6 per cent and the thermal factors within 2 per cent.

Since $c\propto1/F$, lowering the field at fixed temperature brings $ck_BT$ towards one. The thermal factor then diverges, which signals that the linearization has failed; with the full exponent the integral stays finite while its peak moves above the Fermi level. For the hole barrier at 300 K the divergence lies near $0.364\times10=3.6$ MV/cm, where the peak is about 0.1 eV above the Fermi level and the true factor is about 24. The formula is already some 20 per cent too high at 4 MV/cm. A 6 nm film fails earlier for another reason: its hole barrier stays triangular only above $4.5\ \mathrm V/6\ \mathrm{nm}=7.5$ MV/cm.

## How firm are the eight decades?

**Inputs.** A small error $\delta\phi$ in the hole barrier changes $D$ by $c\,\delta\phi/\ln10$. Lowering that barrier by 0.1 eV reduces $D$ to 7.25. At fixed barriers and masses $D\propto1/F$, so 8 MV/cm gives 9.82 decades. The assumption of a common mass matters too. A hole mass of $0.32\,m_0$, with the electron mass held at 0.42, gives 5.53 decades. The exponents become equal when $\sqrt{m_h}\,\phi_h^{3/2}=\sqrt{m_e}\,\phi_e^{3/2}$, that is, when

$$m_h=m_e(\phi_e/\phi_h)^3=0.137\,m_0 .$$

**Image force.** A charge at distance $x$ from a metal plane is attracted by its image at distance $2x$ with force $e^2/[4\pi\epsilon(2x)^2]$, which corresponds to the energy $-e^2/(16\pi\epsilon x)$. The total barrier $\phi-eFx-e^2/(16\pi\epsilon x)$ peaks where $x^2=e/(16\pi\epsilon F)$. There the two subtracted terms are equal, and the peak is lowered by $\sqrt{e^3F/(4\pi\epsilon)}$. With a rough optical permittivity of 2.1 this is 0.83 eV, which is not small. The exponents fall to 21.63 and 39.96, reductions of 2.53 and 2.30. These nearly cancel in the difference, leaving $D=7.96$. The separate reductions are upper estimates, because the $1/x$ form is used down to about 0.05 nm, less than a bond length; replacing $x$ by $x+0.1$ nm in the image term gives reductions of 1.6 and 1.4, while $D$ stays at 7.94. This counts one plane only; for a 6 nm film between two metal planes the repeated images give 21.50 and 39.50, and $D=7.82$. Silicon screens less completely than a metal, so its image correction is smaller.

**The shape of the oxide band.** Deep in the gap, a parabolic band ignores the band on the other side. A two-band form that vanishes at both edges of a gap $G$, with the same mass $m$ at both edges, is

$$\kappa^2=\frac{2m}{\hbar^2}E\left(1-\frac EG\right),$$

where $E$ is the distance from the edge through which the carrier tunnels. The exponent now contains $\int_0^\phi\sqrt{E(1-E/G)}\,dE$. Substituting $E=G\sin^2\theta$ turns the integrand into $2G^{3/2}\sin^2\theta\cos^2\theta=\tfrac14G^{3/2}(1-\cos4\theta)$, so

$$S=\frac{2\sqrt{2m}\,G^{3/2}}{\hbar eF}\left(\frac{\theta_0}{4}-\frac{\sin4\theta_0}{16}\right),\qquad \sin^2\theta_0=\frac{\phi}{G}.$$

For $\phi\ll G$, expanding the root gives $\tfrac23\phi^{3/2}-\phi^{5/2}/(5G)$ for the integral, a relative reduction of $3\phi/(10G)$. The higher barrier is therefore weakened more. The oxide gap is the sum of the two offsets and the silicon gap, which is about 1.1 eV. The calculation takes $G=8.72$ eV. With the edge mass kept at $0.42\,m_0$, the exponents are 21.39 and 34.95, and $D=5.89$. If the edge mass is instead raised to $0.536\,m_0$, so that the electron exponent returns to 24.16, then $D=6.65$. These reductions rest on the equal edge masses. With separate masses, $1/\kappa^2=\hbar^2/(2m_cE_c)+\hbar^2/(2m_vE_v)$, where $E_c$ and $E_v$ are the distances from the two edges and $E_c+E_v=G$; for $m_c=m_v$ this is the form above. Keeping $m_c=0.42\,m_0$, a valence-edge mass of $0.6\,m_0$ gives $D=7.5$ and one of $m_0$ gives 9.9, more than the parabolic value.

**Confinement in silicon.** The field that drives tunnelling also presses the carriers against the interface. In a triangular well with a hard wall and field $F_s$, the wave is an Airy function with its first zero, at $-a_1$, on the wall. The lowest level is

$$E_0=a_1\left(\frac{\hbar^2e^2F_s^2}{2m_s}\right)^{1/3},$$

where $m_s$ is the silicon mass normal to the surface. Take for $F_s$ half the surface field, as a mean over the charge layer. The electric displacement is continuous at the interface. With the oxide permittivity taken as one third of that of silicon, this is $\tfrac12\cdot\tfrac13\times10=1.67$ MV/cm. Rough masses of 0.92 and $0.29\,m_0$, which belong to a (100) surface, give levels of 0.245 eV for electrons and 0.360 eV for holes. Each barrier is lowered by its own $E_0$, and to first order each exponent falls by $cE_0$: 2.9 for the electron and 5.1 for the hole. Without linearizing, $D$ becomes 6.92. Combined with the two-band form at $0.536\,m_0$ it is 6.03, but the electron exponent is then 21.6 rather than 24.16; raising the edge mass to $0.67\,m_0$ to restore it gives 6.75. The factor one half is a low choice for a level counted from the band edge at the wall. A self-consistent hard-wall Hartree layer corresponds to about 0.8 of the surface field, with levels near 0.34 and 0.49 eV and $D\approx6.6$ in place of 6.92. Two omitted effects act the other way. The wall is the finite oxide barrier, and penetration into it lowers the levels from 0.245 and 0.360 eV to about 0.23 and 0.33 eV, raising $D$ from 6.92 to about 7.1 (from 6.6 to 6.8 at the factor 0.8). And with $k_\parallel$ conserved, an in-plane silicon mass different from the oxide mass turns part of the in-plane energy of the filled layer against the barrier; for an electron in-plane mass of $0.19\,m_0$ and hole values of 0.3 to $0.7\,m_0$ this raises $D$ by a further 0.05 to 0.4. The confinement figures are therefore good only to a few tenths of a decade.

These effects act together, but the separate shifts in $D$ do not simply add. A mass fitted to electron currents with the simple formula may already absorb part of them for electrons, but it cannot be assumed to do so for holes.

## Beside a real gate oxide

The barriers and the mass are rough but reasonable for silica on silicon. The field is a stress condition. With a rough charge to breakdown of 10 C/cm², the cold electron current, if it stayed constant, would exhaust the film in $10/(1.60\times10^{-3})=6.3\times10^3$ s, under two hours. This reads 3.1 eV as an effective barrier from the Fermi level; if it is the band offset, the confinement shift above raises the current more than tenfold and shortens the time accordingly. An assumption that weighs heavily on the number is the single parabolic mass shared by both carriers. Replacing it by the two-band form with equal edge masses removes one to two decades, whereas, with $m_c=0.42\,m_0$, a valence-edge mass above about $0.65\,m_0$ raises $D$ instead, by two decades at $m_0$. Nor can the ratio be read from the terminal current by reversing the voltage, since the polarity that drives holes out of the silicon also drives electrons out of the gate. If the gate's electron barrier is also 3.1 eV, the model's electron current swamps the hole current.

Suppose instead that the silica is an interfacial layer 1 nm thick in a high-k stack. At 10 MV/cm it drops 1 V, less than either barrier, and the triangular formula does not apply. The leading rectangular form $S=2\kappa_0d=c\,eFd$ gives 11.7 for the electron and 14.1 for the hole, a difference of about one decade from this layer (the full trapezoidal form gives 10.7 and 13.3). With the equal-mass two-band form the difference shrinks to about 0.4 decade, because the hole's path lies near midgap, where $\kappa$ peaks and no longer grows with barrier height. The high-k layer adds its own contribution, with its own offsets and masses. The eight decades thus belong to a film thick enough for the carrier to emerge inside the oxide, and to the parabolic model with equal masses. With the band shape and confinement included, the same film gives about six if the edge mass is held at $0.536\,m_0$. If the mass is refitted so that the electron exponent stays at 24.16, the result is 6.75, and about 7.9 when the full metallic image is included as well, which takes an edge mass of $0.83\,m_0$; with the image weakened by the factor $(11.7-2.1)/(11.7+2.1)=0.70$ of a dielectric silicon surface it is about 7.5, at $0.78\,m_0$. With the edge mass held at $0.42\,m_0$, band shape and confinement give 5.3. For equal masses at the two oxide edges and offsets of 3.1 and 4.5 eV, the corrected figure therefore lies between about five and eight, depending on whether the mass is read as a band parameter or as a fit to electron currents; a heavier valence edge can move it above this range. So can a larger valence offset: 4.8 eV, with a gap of 9.0 eV, shifts the range to about 6.7 to 9.8. The values of the main calculation are collected in the numerical output below.

## Values computed for the example and the checks

```
Field: 10.0 MV/cm; film: 6.0 nm; voltage: 6.0 V
Oxide mass, both carriers: 0.42 m0
B coefficient: 44.27 MV/cm per eV^1.5
electron: barrier 3.1 eV; phi^1.5 = 5.458 eV^1.5
electron: exit distance 3.1 nm
electron: exponent S = 24.16; exp(-S) = 3.21e-11
electron: slope c = 11.69 per eV
hole: barrier 4.5 eV; phi^1.5 = 9.546 eV^1.5
hole: exit distance 4.5 nm
hole: exponent S = 42.26; exp(-S) = 4.44e-19
hole: slope c = 14.09 per eV
Difference of exponents: 18.10
SUPPRESSION OF EXPONENTIAL: 7.86 decades
Emitter energy in wave check: 0.3 eV
electron: exact T = 2.53e-11; matching factor 0.775
hole: exact T = 2.91e-19; matching factor 0.651
Suppression of exact T: 7.94 decades
electron: cold current density 1.60e-03 A/cm2
hole: cold current density 1.52e-11 A/cm2
Suppression of cold current: 8.02 decades
Temperature: 300 K; kT = 0.02585 eV
electron: ckT = 0.302; thermal factor 1.168
hole: ckT = 0.364; thermal factor 1.257
Suppression of warm current: 7.99 decades
Image: optical permittivity 2.1 (rough); lowering 0.83 eV
Image: S electron 21.63, hole 39.96
Image: suppression 7.96 decades
Silicon gap (rough) 1.12 eV; oxide gap 8.72 eV
Two-band: S electron 21.39, hole 34.95
Two-band, same edge mass: 5.89 decades
Two-band, edge mass refitted to 0.536 m0: 6.65 decades
Static permittivities (rough): oxide 3.9, silicon 11.7
Mean field in silicon layer: 1.67 MV/cm
electron: silicon mass (rough) 0.92 m0; lowest level 0.245 eV
hole: silicon mass (rough) 0.29 m0; lowest level 0.360 eV
Confinement alone: 6.92 decades
Confinement with refitted two-band: 6.03 decades
Hole mass 0.32 m0 instead: 5.53 decades
Hole mass that removes the suppression: 0.137 m0
Hole barrier 0.1 eV lower: 7.25 decades
Field 8 MV/cm instead: 9.82 decades
Charge to breakdown (rough): 10 C/cm2
Film life at cold electron current: 6.3e+03 s
```
